# Rebuilding the anomalous Hall vector from irreducible points of a magnetic group: a program that tests the result

```python
"""
Result under test: for a magnetic group with elements g = (R, t, s),
    Omega_n(s R k) = s det(R) R Omega_n(k),
    mean over full mesh of F = P * sum_i w_i F(k_i),
    P = group average of s det(R) R.
R: orthogonal matrix; t: translation; s: +1 unitary, -1 antiunitary.
Omega_n: Berry curvature of band n; F: its sum weighted by Fermi occupations.
k_i, w_i: one point of each star and the star's share of the mesh.
Model: p orbitals with spin on two atoms in a cubic cell, Hartree atomic units.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.linalg import expm, null_space
from scipy.spatial.transform import Rotation
from scipy.special import expit

CELL = 6.0            # lattice constant, bohr
V_SIGMA, V_PI = 0.06, -0.02   # hopping at the corner-centre distance, hartree
DECAY = 1.5           # decay length of hopping, bohr
CUTOFF = 1.05 * CELL  # longest bond, bohr
SOC = 0.03            # coefficient of L.S, hartree
MU, KT = 0.02, 0.01   # chemical potential and thermal energy, hartree
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LEVI = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    LEVI[a, b, c], LEVI[b, a, c] = 1, -1


class Crystal:
    def __init__(self, positions, site_energy, exchange):
        self.pos = np.array(positions, float)
        self.site = np.array(site_energy, float)
        self.field = np.array(exchange, float)
        spin_orbit = sum(np.kron(-1j * LEVI[c], PAULI[c] / 2) for c in range(3))
        self.local = np.zeros((12, 12), complex)
        for i in range(2):
            zeeman = np.einsum('c,cij->ij', self.field[i], PAULI)
            block = self.site[i] * np.eye(6) + SOC * spin_orbit
            block = block - np.kron(np.eye(3), zeeman)
            self.local[6*i:6*i+6, 6*i:6*i+6] = block
        bonds, hops = [], []
        for i, j in itertools.product(range(2), repeat=2):
            for cell in itertools.product(range(-2, 3), repeat=3):
                d = CELL * (self.pos[j] + cell - self.pos[i])
                length = np.linalg.norm(d)
                if 1e-8 < length < CUTOFF:
                    along = np.outer(d, d) / length**2
                    hop = V_SIGMA * along + V_PI * (np.eye(3) - along)
                    hop = hop * np.exp(-(length - CELL*np.sqrt(3)/2) / DECAY)
                    matrix = np.zeros((12, 12))
                    matrix[6*i:6*i+6, 6*j:6*j+6] = np.kron(hop, np.eye(2))
                    bonds.append(d)
                    hops.append(matrix)
        self.bonds, self.hops = np.array(bonds), np.array(hops)

    def hamiltonian(self, k):
        phase = np.exp(1j * np.atleast_2d(k) @ self.bonds.T)
        return self.local + np.tensordot(phase, self.hops, 1)

    def pair_curvature(self, k):
        """Energies and antisymmetric pair terms whose row sums are Omega_n."""
        k = np.atleast_2d(k)
        energy, u = np.linalg.eigh(self.hamiltonian(k))
        phase = np.exp(1j * k @ self.bonds.T)
        weighted = 1j * phase[:, None, :] * self.bonds.T[None]
        slope = np.tensordot(weighted, self.hops, 1)
        v = u.conj().transpose(0, 2, 1)[:, None] @ slope @ u[:, None]
        gap = energy[:, :, None] - energy[:, None, :]
        distinct = np.abs(gap) > 1e-9
        inverse = np.where(distinct, 1 / np.where(distinct, gap, 1)**2, 0)
        pairs = [-2 * np.imag(v[:, (c+1) % 3]
                              * v[:, (c+2) % 3].transpose(0, 2, 1)) * inverse
                 for c in range(3)]
        return energy, np.stack(pairs, axis=1)

    def band_curvature(self, k):
        energy, pairs = self.pair_curvature(k)
        return energy[0], pairs[0].sum(axis=2).T

    def occupied_curvature(self, k):
        result = []
        for start in range(0, len(k), 1500):
            energy, pairs = self.pair_curvature(k[start:start+1500])
            f = expit(-(energy - MU) / KT)
            difference = f[:, :, None] - f[:, None, :]
            result.append(0.5 * np.einsum('knm,kcnm->kc', difference, pairs))
        return np.concatenate(result)


def magnetic_group(crystal):
    """Find (R, s, t, atom map) from positions, site energies, exchange fields."""
    found = []
    for order in itertools.permutations(range(3)):
        for signs in itertools.product([1, -1], repeat=3):
            R = np.zeros((3, 3), int)
            R[range(3), order] = signs
            det = round(np.linalg.det(R))
            for s in (1, -1):
                for target in range(2):
                    t = crystal.pos[target] - R @ crystal.pos[0]
                    atom_map = []
                    for i in range(2):
                        for j in range(2):
                            shift = R @ crystal.pos[i] + t - crystal.pos[j]
                            field = s * det * R @ crystal.field[i]
                            if (np.allclose(shift, np.round(shift))
                                    and np.isclose(crystal.site[i], crystal.site[j])
                                    and np.allclose(field, crystal.field[j])):
                                atom_map.append(j)
                    if len(atom_map) == 2:
                        found.append((R, s, t, atom_map))
                        break
    return found


def axial(R, s):
    return s * round(np.linalg.det(R)) * R


def state_matrix(R, s, atom_map):
    """Matrix of the symmetry on atoms, p orbitals and spin."""
    permutation = np.zeros((2, 2))
    permutation[atom_map, range(2)] = 1
    angle = Rotation.from_matrix(round(np.linalg.det(R)) * R).as_rotvec()
    spin = expm(-0.5j * np.einsum('c,cij->ij', angle, PAULI))
    if s == -1:
        spin = spin @ (1j * PAULI[1])
    return np.kron(np.kron(permutation, R), spin)


def mesh(n, offset):
    return 2 * np.array(list(itertools.product(range(n), repeat=3))) + offset


def wavevectors(labels, n):
    return np.pi * labels / (n * CELL)


def irreducible(group, n, offset, priority=None):
    q = mesh(n, offset)
    images = []
    for R, s, _, _ in group:
        moved = ((s * q @ R.T) % (2 * n) - offset) // 2
        images.append(moved @ np.array([n * n, n, 1]))
    images = np.array(images)
    if priority is None:
        priority = np.arange(n**3)
    chosen = images[np.argmin(priority[images], axis=0), np.arange(n**3)]
    representatives, counts = np.unique(chosen, return_counts=True)
    return wavevectors(q[representatives], n), counts / n**3


def vec(x, digits=5):
    return ' '.join(f'{value + 0.0:.{digits}f}' for value in np.ravel(x))


centre = [[0, 0, 0], [0.5, 0.5, 0.5]]
tilted_fields = np.array([[0.04, 0, 0.03], [0, 0.04, 0.03]])
cases = {
    'tilted': Crystal(centre, [0, 0], tilted_fields),
    'planar': Crystal(centre, [0, 0], [[0.04, 0, 0], [0, 0.04, 0]]),
    'polar nonmagnetic': Crystal([[0, 0, 0], [0.5, 0.5, 0.6]], [0, 0.04],
                                 np.zeros((2, 3))),
}
k0 = np.array([0.13, 0.29, 0.41])
N_TEST = 8
print(f'lattice constant {CELL} bohr; spin-orbit {SOC} hartree')
print(f'hopping sigma {V_SIGMA}, pi {V_PI} hartree; decay {DECAY} bohr')
print(f'bond cutoff {CUTOFF:.2f} bohr; mu {MU}, kT {KT} hartree')
print('tilted exchange fields (hartree):', vec(tilted_fields, 2))

# Curvature from band pairs against the phase around a small loop.
tilted = cases['tilted']
_, omega0 = tilted.band_curvature(k0)
side = 1e-4
loop_curvature = np.zeros((12, 3))
for c in range(3):
    ea, eb = np.eye(3)[(c+1) % 3], np.eye(3)[(c+2) % 3]
    corners = [k0 + side/2 * (x*ea + y*eb)
               for x, y in [(-1, -1), (1, -1), (1, 1), (-1, 1)]]
    u = np.linalg.eigh(tilted.hamiltonian(np.array(corners)))[1]
    product = np.ones(12, complex)
    for i in range(4):
        product *= np.sum(u[i].conj() * u[(i+1) % 4], axis=0)
    loop_curvature[:, c] = -np.angle(product) / side**2
loop_error = np.max(np.abs(loop_curvature - omega0)) / np.max(np.abs(omega0))
assert loop_error < 1e-3   # finite loop side and rounding of a small phase
print(f'loop versus pair formula, relative error: {loop_error:.1e}')
print('lowest-band curvature at k0 (bohr^2):', vec(omega0[0]))

# Connection of the transformed state, in a smooth but arbitrary gauge.
start = np.linalg.eigh(tilted.hamiltonian(k0)[0])[1][:, 0]
anchor = np.argmax(np.abs(start))


def lowest_state(k):
    u = np.linalg.eigh(tilted.hamiltonian(k)[0])[1][:, 0]
    return u * np.exp(-1j * np.angle(u[anchor]))


def connection(state, k, h=1e-4):
    return np.array([np.real(1j * np.vdot(state(k), state(k+h*e) - state(k-h*e)))
                     / (2*h) for e in np.eye(3)])


for R, s, t, atom_map in magnetic_group(tilted):
    S = state_matrix(R, s, atom_map)

    def moved_state(q):
        u = lowest_state(s * R.T @ q)
        return np.exp(-1j * CELL * q @ t) * (S @ (u if s == 1 else u.conj()))

    expected = CELL * t + R @ connection(lowest_state, k0)
    assert np.allclose(connection(moved_state, s * R @ k0), expected, atol=1e-4)

# Pointwise law, projector and mesh identity for all three crystals.
projectors, groups = {}, {}
for name, crystal in cases.items():
    group = groups[name] = magnetic_group(crystal)
    P = projectors[name] = np.mean([axial(R, s) for R, s, _, _ in group], axis=0)
    constraints = np.vstack([axial(R, s) - np.eye(3) for R, s, _, _ in group])
    allowed = null_space(constraints)
    assert np.allclose(P, allowed @ allowed.T, atol=1e-12)
    assert np.allclose(P @ P, P) and np.allclose(P, P.T)
    energy, omega = crystal.band_curvature(k0)
    law_error = 0
    for R, s, t, atom_map in group:
        S, H = state_matrix(R, s, atom_map), crystal.hamiltonian(k0)[0]
        H = H if s == 1 else H.conj()
        assert np.allclose(crystal.hamiltonian(s * R @ k0)[0],
                           S @ H @ S.conj().T, atol=1e-12)
        energy_g, omega_g = crystal.band_curvature(s * R @ k0)
        assert np.allclose(energy_g, energy, atol=1e-12)
        error = np.max(np.abs(omega_g - omega @ axial(R, s).T))
        law_error = max(law_error, error / np.max(np.abs(omega)))
    assert law_error < 1e-7 and np.max(np.abs(omega)) > 1e-3
    unitary = sum(s == 1 for _, s, _, _ in group)
    print(f'{name}: group order {len(group)}, unitary {unitary}, '
          f'tr P {np.trace(P):.0f}')
    print('  P rows:', vec(P, 2), f'; law error {law_error:.1e}')
    for offset in (0, 1):
        full_F = crystal.occupied_curvature(wavevectors(mesh(N_TEST, offset), N_TEST))
        full = full_F.mean(axis=0)
        points, weights = irreducible(group, N_TEST, offset)
        reduced = P @ (weights @ crystal.occupied_curvature(points))
        assert np.max(np.abs(full - reduced)) < 1e-8 * np.max(np.abs(full_F))
        kind = 'with Gamma' if offset == 0 else 'shifted'
        print(f'  {kind}: {N_TEST**3} points, {len(points)} irreducible')
        print('    full mean F (bohr^2):', vec(full))
    print(f'  largest |F component| on shifted mesh: {np.max(np.abs(full_F)):.4f} bohr^2')

# Time reversal exchanges the crystal with its partner of reversed fields.
reversed_crystal = Crystal(centre, [0, 0], -tilted_fields)
_, omega_reversed = reversed_crystal.band_curvature(-k0)
assert np.allclose(omega_reversed, -omega0, atol=1e-7 * np.max(np.abs(omega0)))
polar = cases['polar nonmagnetic']
assert np.allclose(polar.band_curvature(-k0)[1], -polar.band_curvature(k0)[1],
                   atol=1e-7 * np.max(np.abs(polar.band_curvature(k0)[1])))

# One complete star of the tilted crystal.
group, P = groups['tilted'], projectors['tilted']
print('tilted star: s; R rows; t (cell units); k (1/bohr); F (bohr^2)')
star_F = []
for R, s, t, _ in group:
    k = s * R @ k0
    F = tilted.occupied_curvature(k[None])[0]
    star_F.append(F)
    print(f'  {s:+d};', vec(R, 0), ';', vec(t, 1), ';', vec(k, 2), ';', vec(F, 4))
F0 = tilted.occupied_curvature(k0[None])[0]
assert np.allclose(np.mean(star_F, axis=0), P @ F0, atol=1e-8)
print('star mean F (bohr^2):', vec(np.mean(star_F, axis=0), 4))

# Effect of leaving out the projector or its time-reversal sign.
full = tilted.occupied_curvature(wavevectors(mesh(N_TEST, 1), N_TEST)).mean(axis=0)
points, weights = irreducible(group, N_TEST, 1)
raw = weights @ tilted.occupied_curvature(points)
priority = np.random.default_rng(4).permutation(N_TEST**3)
other_points, other_weights = irreducible(group, N_TEST, 1, priority)
other_raw = other_weights @ tilted.occupied_curvature(other_points)
without_sign = np.mean([axial(R, 1) for R, _, _, _ in group], axis=0)
unitary_only = np.mean([axial(R, s) for R, s, _, _ in group if s == 1], axis=0)
assert np.allclose(unitary_only, np.eye(3))
assert np.allclose(P @ raw, full, atol=1e-8)
assert np.allclose(P @ other_raw, full, atol=1e-8)
assert np.linalg.norm(raw - full) > 1e-3 * np.linalg.norm(full)
assert np.linalg.norm(raw - other_raw) > 1e-3 * np.linalg.norm(full)
print('tilted, shifted mesh, mean F (bohr^2):')
print('  irreducible, no P:', vec(raw))
print('  other representatives, no P:', vec(other_raw))
print('  irreducible, with P:', vec(P @ raw))
print('  other representatives, with P:', vec(P @ other_raw))
print('  time-reversal sign dropped:', vec(without_sign @ raw))

# Hall vector of the tilted crystal on increasingly dense meshes.
bohr = constants.physical_constants['Bohr radius'][0]
to_siemens_per_cm = constants.e**2 / (constants.hbar * bohr) / 100
print('tilted Hall vector (e^2/(hbar bohr)), shifted meshes:')
for n in (8, 16, 24, 32):
    points, weights = irreducible(group, n, 1)
    hall = -P @ (weights @ tilted.occupied_curvature(points)) / CELL**3
    print(f'  n={n}, {len(points)} of {n**3} points:', vec(hall, 7))
print(f'conversion: 1 e^2/(hbar bohr) = {to_siemens_per_cm:.2f} S/cm')
print('densest-mesh Hall vector (S/cm):', vec(hall * to_siemens_per_cm, 2))
net = tilted_fields.sum(axis=0)
cosine = hall @ net / np.linalg.norm(hall) / np.linalg.norm(net)
print(f'angle to net exchange field: {np.degrees(np.arccos(cosine)):.2f} degrees')
print('OK')
```

It prints:

```
lattice constant 6.0 bohr; spin-orbit 0.03 hartree
hopping sigma 0.06, pi -0.02 hartree; decay 1.5 bohr
bond cutoff 6.30 bohr; mu 0.02, kT 0.01 hartree
tilted exchange fields (hartree): 0.04 0.00 0.03 0.00 0.04 0.03
loop versus pair formula, relative error: 7.0e-07
lowest-band curvature at k0 (bohr^2): -0.75576 -0.70123 -0.39008
tilted: group order 4, unitary 2, tr P 2
  P rows: 0.50 0.50 0.00 0.50 0.50 0.00 0.00 0.00 1.00 ; law error 2.6e-14
  with Gamma: 512 points, 150 irreducible
    full mean F (bohr^2): -0.86017 -0.86017 3.59728
  shifted: 512 points, 144 irreducible
    full mean F (bohr^2): 1.46117 1.46117 3.63414
  largest |F component| on shifted mesh: 151.6883 bohr^2
planar: group order 8, unitary 4, tr P 1
  P rows: 0.50 0.50 0.00 0.50 0.50 0.00 0.00 0.00 0.00 ; law error 4.4e-14
  with Gamma: 512 points, 105 irreducible
    full mean F (bohr^2): -0.60272 -0.60272 -0.00000
  shifted: 512 points, 80 irreducible
    full mean F (bohr^2): 1.40679 1.40679 -0.00000
  largest |F component| on shifted mesh: 109.7976 bohr^2
polar nonmagnetic: group order 16, unitary 8, tr P 0
  P rows: 0.00 0.00 0.00 0.00 0.00 0.00 0.00 0.00 0.00 ; law error 6.1e-13
  with Gamma: 512 points, 75 irreducible
    full mean F (bohr^2): -0.00000 0.00000 -0.00000
  shifted: 512 points, 40 irreducible
    full mean F (bohr^2): -0.00000 -0.00000 0.00000
  largest |F component| on shifted mesh: 59.3119 bohr^2
tilted star: s; R rows; t (cell units); k (1/bohr); F (bohr^2)
  +1; 1 0 0 0 1 0 0 0 1 ; 0.0 0.0 0.0 ; 0.13 0.29 0.41 ; 1.5738 1.8067 1.7289
  +1; -1 0 0 0 -1 0 0 0 -1 ; 0.0 0.0 0.0 ; -0.13 -0.29 -0.41 ; 1.5738 1.8067 1.7289
  -1; 0 1 0 1 0 0 0 0 1 ; 0.5 0.5 0.5 ; -0.29 -0.13 -0.41 ; 1.8067 1.5738 1.7289
  -1; 0 -1 0 -1 0 0 0 0 -1 ; 0.5 0.5 0.5 ; 0.29 0.13 0.41 ; 1.8067 1.5738 1.7289
star mean F (bohr^2): 1.6902 1.6902 1.7289
tilted, shifted mesh, mean F (bohr^2):
  irreducible, no P: 1.88080 1.04154 3.63414
  other representatives, no P: 3.29774 -0.37540 3.63414
  irreducible, with P: 1.46117 1.46117 3.63414
  other representatives, with P: 1.46117 1.46117 3.63414
  time-reversal sign dropped: 0.41963 -0.41963 0.00000
tilted Hall vector (e^2/(hbar bohr)), shifted meshes:
  n=8, 144 of 512 points: -0.0067647 -0.0067647 -0.0168247
  n=16, 1088 of 4096 points: -0.0069761 -0.0069761 -0.0120031
  n=24, 3600 of 13824 points: -0.0061380 -0.0061380 -0.0114585
  n=32, 8448 of 32768 points: -0.0066186 -0.0066186 -0.0103503
conversion: 1 e^2/(hbar bohr) = 45998.48 S/cm
densest-mesh Hall vector (S/cm): -304.44 -304.44 -476.10
angle to net exchange field: 178.81 degrees
OK
```
